# Why overlapping augmentation spheres shift the dimer energy in one dimension

In one dimension, two identical atoms, each surrounded by an augmentation sphere (an interval) of radius $r_c$, stand a distance $R$ apart. If $s=2r_c-R$ is positive, the spheres overlap by $s$. Inside its sphere each atom replaces a sharp orbital by a smooth one, and the two agree at the edge up to derivative $p-1$. The first disagreement is a jump $J$ in derivative $p$.

Suppose that, for small $s$, the energy error comes from one atom's replacement acting on the other's. It is then a product of two edge defects, each proportional to $J$, divided by the orbital norm $N$. No length other than $s$ describes the thin overlap region, so $\Delta E\propto J^2s^n/N$. In Hartree atomic units an energy is an inverse length squared. For a dimensionless orbital, $J^2$ has dimension length$^{-2p}$ and $N$ has dimension length. Hence $-2p+n-1=-2$, and

$$\Delta E\propto\pm\frac{J^2s^{2p-1}}{N}.$$

Mirror symmetry gives the two atoms amplitudes of equal size, with equal signs in the bonding state and opposite signs in the antibonding state. Their product therefore changes sign between the two. The supposition, the constant and the sign have to be derived.

One could attribute the error to the orbital near one atom no longer being a sum of that atom's partial waves. The model below shows that overlap causes an error even when the orbital is such a sum.

## A dimer whose orbital is known

One electron moves in two delta wells of strength $\lambda$, at $A$ and $B=A+R$:

$$H=T-\lambda\delta(x-A)-\lambda\delta(x-B),\qquad T=-\tfrac12\frac{d^2}{dx^2}.$$

The nuclear repulsion is the same in the exact and the pseudo calculation and is omitted. A "sphere" is here an interval of half-width $r_c$.

Away from the wells a bound state with $E=-\kappa^2/2$ obeys $\psi''=\kappa^2\psi$, so

$$\psi=e^{-\kappa|x-A|}\pm e^{-\kappa|x-B|}.$$

Integrating the Schrödinger equation across $A$ relates the slope jump, $-2\kappa$, to the well: $\kappa=\lambda\psi(A)$. Therefore $\kappa=\lambda(1\pm e^{-\kappa R})$. The upper sign is the bonding state; the antibonding one is bound for $\lambda R>1$.

Let $y=x-A$ and take $R\ge r_c$, so that the other nucleus is not inside sphere $A$. There $|x-B|=R-y$. With $e^{-\kappa|y|}=\cosh\kappa y-\sinh\kappa|y|$ and $e^{\kappa y}=\cosh\kappa y+\sinh\kappa y$,

$$\psi=(1\pm e^{-\kappa R})\cosh\kappa y-\sinh\kappa|y|\pm e^{-\kappa R}\sinh\kappa y.$$

The first bracket is $c=\kappa/\lambda$. Hence

$$\psi=c\,\phi(y)\pm e^{-\kappa R}\sinh\kappa y,\qquad \phi(y)=\cosh\kappa y-\frac{\lambda}{\kappa}\sinh\kappa|y|.$$

These are the even and odd solutions for the isolated well at energy $E$. The orbital is thus an exact partial-wave sum in each sphere for all $R\ge r_c$, including the range $r_c\le R<2r_c$ where the spheres overlap. The even amplitudes are $c_A=c$ and $c_B=\pm c$. Since $\phi(0)=1$, also $c_a=\psi(a)$.

## The ultrasoft replacement

The odd wave vanishes at the nucleus and does not feel the delta well, so it needs no replacement. The even wave $\phi$ is replaced inside $r_c$ by an even polynomial $\tilde\phi$ with $p$ coefficients, fixed by matching derivatives $0$ to $p-1$ at $r_c$. I take $p\ge3$ and choose zero local pseudopotential. Define

$$\chi=(E-T)\tilde\phi,\quad B_0=\langle\tilde\phi|\chi\rangle,\quad \beta=\frac{\chi}{B_0},\quad q=\int_{-r_c}^{r_c}(\phi^2-\tilde\phi^2)\,dx,\quad D=B_0+Eq.$$

Outside the sphere $\tilde\phi=\phi$ solves the free equation, so $\chi$ vanishes there. By construction $\langle\beta|\tilde\phi\rangle=1$. The pseudo equation is $M(E')\tilde\psi=0$ with

$$M(E')=T-E'+\sum_{a=A,B}|\beta_a\rangle(D-E'q)\langle\beta_a|.$$

The part multiplying $-E'$ is the overlap operator $S=1+\sum_a|\beta_a\rangle q\langle\beta_a|$, which restores the norm lost by smoothing.

The reference energy $E$ is set to the exact dimer energy at each $R$. This removes the error of using a pseudopotential away from its reference energy, and leaves the effect of overlap. At $E'=E$ the nonlocal strength is $D-Eq=B_0$.

## One atom reads the other's correction

Let $f=\phi-\tilde\phi$, which vanishes outside the sphere, and write $f_a$ for $f$ centred on atom $a$. The natural smooth orbital is

$$\tilde\psi=\psi-c_Af_A-c_Bf_B.$$

Apply $T-E$. For the orbital, $(T-E)\psi=\lambda\sum_a c_a\delta(x-a)$. For the correction, $(T-E)\phi=\lambda\delta$ and $(T-E)\tilde\phi=-\chi$, so $(T-E)f=\lambda\delta+\chi$. The delta functions cancel:

$$(T-E)\tilde\psi=-c_A\chi_A-c_B\chi_B.$$

Now project. Inside sphere $A$, $\psi-c_Af_A$ equals $c_A\tilde\phi$ plus an odd wave, which the even $\beta_A$ does not see. Therefore

$$\langle\beta_A|\tilde\psi\rangle=c_A-b_A,\qquad b_A=c_B\langle\beta_A|f_B\rangle,$$

and likewise for $B$. Since $B_0\beta_a=\chi_a$, the nonlocal terms contribute $\sum_a\chi_a(c_a-b_a)$, and

$$M(E)\tilde\psi=-b_A\chi_A-b_B\chi_B.$$

Without overlap $b_A=b_B=0$, and the exact energy is a pseudo eigenvalue. With overlap, projector $A$ meets the correction $f_B$ and misjudges the amplitude of its own partial wave. For $R\ge r_c$ this misreading is the entire residual.

## From residual to energy

Let $\tilde\psi'$ be the true pseudo state, with energy $E+\Delta E$. From $M(E+\Delta E)=M(E)-\Delta E\,S$ and the Hermiticity of $M$,

$$\Delta E\,\langle\tilde\psi|S|\tilde\psi'\rangle=\langle M(E)\tilde\psi|\tilde\psi'\rangle.$$

To first order in $b_a$, replace $\tilde\psi'$ by $\tilde\psi$ and use $\langle\chi_a|\tilde\psi\rangle\approx B_0c_a$. The norm $\langle\tilde\psi|S|\tilde\psi\rangle$ equals $N=\langle\psi|\psi\rangle$ when the spheres do not overlap, because in each sphere $q$ replaces $\int\tilde\phi^2$ by $\int\phi^2$; for small $s$ it tends to that value. With $I=\langle\chi_A|f_B\rangle$, so that $b_A=c_BI/B_0$ and $b_B=c_AI/B_0$,

$$\Delta E\approx-\frac{2c_Ac_BI}{N}=\mp\frac{2c^2I}{N}.$$

Let $u$ be the depth below a sphere's edge. Taylor expansion gives $f\approx(-1)^pJu^p/p!$, with $J=\phi^{(p)}(r_c)-\tilde\phi^{(p)}(r_c)$. Away from the nucleus $\chi=(T-E)f$, whose leading part is $-\tfrac12f''$. A point at depth $u$ in sphere $A$ has depth $s-u$ in sphere $B$, so

$$I\approx-\frac{J^2}{2(p-2)!\,p!}\int_0^su^{p-2}(s-u)^p\,du=-\frac{J^2s^{2p-1}}{2(2p-1)!}.$$

The integral is $(p-2)!\,p!\,s^{2p-1}/(2p-1)!$. Hence, at leading order in $s$,

$$\boxed{\Delta E\approx\pm\frac{c^2J^2s^{2p-1}}{(2p-1)!\,N}}$$

The bonding level comes out too high and the antibonding level too low. For $p=3$ the error rises as $s^5$, which is why a slight overlap does little harm here. Between $s=0.1$ and $0.2$ bohr the numerical check finds powers 4.98 for $p=3$ and 6.93 for $p=4$, against the limits 5 and 7. Since $J$ also changes with $p$, a higher power does not by itself guarantee a smaller error at a given overlap; with the parameters used below, the bonding error does fall from $p=3$ to 4 to 5 at $s=0.2$, $0.6$, $1.0$ and $1.4$ bohr.

## Numbers

Take $\lambda=1$ hartree bohr, $r_c=1.5$ bohr and $p=3$. At $R=2.4$ bohr the overlap is $s=0.6$ bohr. The bonding state has $\kappa=1.075655$ bohr$^{-1}$, $c=1.075655$ and $E=-0.578517$ hartree. Its norm is the sum of two squares, $1/\kappa$ each, and twice the cross integral $e^{-\kappa R}(R+1/\kappa)$, in total $N=2.3631$ bohr. With $I=-2.522\times10^{-4}$ hartree bohr,

$$\Delta E\approx\frac{2(1.075655)^2(2.522\times10^{-4})}{2.3631}=2.47\times10^{-4}\ \text{hartree}.$$

The pseudo equation itself gives $2.47\times10^{-4}$ hartree, or 6.72 meV. This is 0.3% of the 0.0785 hartree by which the dimer level lies below the atomic one. The edge law, with $J=-0.8952$ bohr$^{-3}$, gives

$$\frac{(1.075655)^2(0.8952)^2(0.6)^5}{120\times2.3631}=2.54\times10^{-4}\ \text{hartree},$$

which is 3% above the computed error. The antibonding state, with a pseudopotential made at its own energy, has error $-3.57\times10^{-4}$ hartree.

Errors of the bonding energy, pseudo minus exact, are:

| $s$ (bohr) | regenerated (hartree) | fixed (hartree) |
|---:|---:|---:|
| 0.0 | below $10^{-15}$ | $8.45\times10^{-4}$ |
| 0.2 | $1.08\times10^{-6}$ | $1.24\times10^{-3}$ |
| 0.6 | $2.47\times10^{-4}$ | $2.91\times10^{-3}$ |
| 1.0 | $3.01\times10^{-3}$ | $8.75\times10^{-3}$ |
| 1.4 | $1.55\times10^{-2}$ | $2.75\times10^{-2}$ |

Shrinking the spheres to $r_c=1.2$ bohr at $R=2.4$ bohr, so that they just touch, reduces the regenerated error to rounding level. The atoms have not moved, so the overlap was responsible.

## Two errors that need no overlap

The last column uses one pseudopotential made at the atomic energy $\varepsilon=-0.5$ hartree. It has an error even when the spheres are apart. To see its order, let $\phi_E$ be the even solution at energy $E$ and $L=\phi_E'/\phi_E$ at $r_c$. Differentiating $(H-E)\phi_E=0$ with respect to $E$ gives $(H-E)\dot\phi_E=\phi_E$. Multiplying by $\phi_E$, integrating over the sphere by parts and using evenness gives

$$-\phi_E(r_c)^2\,\frac{dL}{dE}=\int_{-r_c}^{r_c}\phi_E^2\,dx.$$

The pseudo solution obeys the same relation with its $S$-norm over the sphere, which at the reference energy is $\int\tilde\phi^2+q$. At $\varepsilon$ the edge values, slopes and norms agree, so $L$ and $dL/dE$ agree too. The mismatch in $L$, and with it the energy error, begins at order $(E-\varepsilon)^2$. The numerical order between $R=5$ and 6 bohr is 1.99. At $s=0.6$ bohr the fixed error is about twelve times the regenerated one, so reading the last column as overlap error would be wrong.

The second error comes from a foreign potential inside a sphere. Add $g\delta(x-x_0)$ within the sphere of a single atom. The orbital now has a kink at $x_0$ and is no longer a sum of the atom's own partial waves. The exact first-order energy is $g\phi(x_0)^2/\langle\phi|\phi\rangle$. The smooth orbital supplies $g\tilde\phi(x_0)^2$ in the numerator. If the augmentation charge $Q=\phi^2-\tilde\phi^2$ also feels the potential, $D$ becomes $D+gQ(x_0)$ and supplies the rest, since $\langle\beta|\tilde\phi\rangle=1$. The norms agree through $q$, so the error starts at $g^2$.

For $x_0=0.5$ bohr and $g=0.02$ hartree bohr the error is $2.6\times10^{-5}$ hartree. Without the $gQ$ term it is $-3.2\times10^{-3}$ hartree and linear in $g$. Neither error involves overlap. The pseudopotential here is the one made at $\varepsilon$, and the foreign potential shifts the level, to first order, by $g\phi(x_0)^2/\langle\phi|\phi\rangle=0.02\,e^{-1}=7.4\times10^{-3}$ hartree. The first figure therefore mixes two effects, both of order $g^2$. A delta placed at the sphere edge and strengthened to give the same level shift puts no kink inside the sphere; its error, due to the shift alone, is $2.4\times10^{-5}$ hartree. Making the pseudopotential at the shifted energy removes the shift and keeps the kink; the error is then $4.4\times10^{-5}$ hartree. The two do not add, because the argument with $L$ assumes that the orbital inside the sphere solves the atom's own equation at $E$, and the kink at $x_0$ breaks that assumption. Whether moving the reference energy helps depends on $x_0$: with the same $g$ it raises the error at $x_0=0.1$, $0.3$ and $0.5$ bohr and lowers it at $0.8$, $1.1$ and $1.4$ bohr.

## Where the separation ends

When $R<r_c$, the other nucleus lies inside the sphere and the two causes act together. At $R=1.2$ bohr the least-squares fit of the orbital by the two partial waves misses by up to 0.57, and no choice of amplitudes brings the largest miss below 0.3, where each exponential in $\psi$ has unit height. The projection $c_A-b_A$ no longer holds, so the error formula $-2c^2I/N$ loses its derivation. It degrades gradually: it falls 6% below the computed error at $R=1.2$ bohr and 18% below at $R=1.0$ bohr.

The exponent $2p-1$ belongs to one dimension. In three dimensions the overlap region is a lens, and the edge defects must also be integrated across it. For spherically symmetric defects the volume element is $2\pi r_Ar_B\,dr_A\,dr_B/R$, the two depths range over $u_A+u_B\le s$, and the integral of $u_A^{p-2}u_B^p$ scales as $s^{2p}$. The model also has one electron, one projector per atom, no local pseudopotential and no self-consistent density, so its error sizes do not carry over to real pseudopotentials. Real atomic potentials also have tails that reach into neighbouring spheres before the spheres touch. A test on a real dimer therefore sees overlap, foreign potential and energy shift at once. Changing $r_c$ at fixed $R$ probes the overlap, but it can change the other two errors as well.

## Computed results

```
well strength 1.0 hartree bohr; rc 1.5 bohr; p = 3
atomic energy -0.500000 hartree
R, s in bohr; energies in hartree; errors = pseudo minus exact
R    s     exact E    regenerated  first-order  fixed
3.5  -0.5  -0.527809    2.220e-16    0.000e+00   3.274e-04
3.0   0.0  -0.544627    5.551e-16    0.000e+00   8.452e-04
2.8   0.2  -0.553875    1.075e-06    1.075e-06   1.238e-03
2.6   0.4  -0.565032    3.345e-05    3.345e-05   1.847e-03
2.4   0.6  -0.578517    2.470e-04    2.470e-04   2.913e-03
2.2   0.8  -0.594868    1.013e-03    1.013e-03   4.932e-03
2.0   1.0  -0.614783    3.012e-03    3.014e-03   8.753e-03
1.8   1.2  -0.639192    7.321e-03    7.333e-03   1.566e-02
1.6   1.4  -0.669369    1.551e-02    1.556e-02   2.746e-02
largest error without overlap 5.6e-16 hartree
Worked case R = 2.4 bohr:
kappa 1.075655 1/bohr; amplitude c 1.075655
exact E -0.578517, finite-difference -0.578504 hartree
phit(0) 0.504499 (phi(0) = 1)
B -0.364992 hartree bohr; q 0.467681 bohr
D -0.635553 hartree bohr
third-derivative jump J -0.895175 bohr^-3
orbital norm 2.363144 bohr
cross integral I -2.5221e-04 hartree bohr
first-order error 2.4697e-04 hartree
edge-law error 2.5424e-04 hartree
actual bonding error 2.4696e-04 hartree = 6.720 meV
antibonding error -3.5673e-04 hartree
bonding error with rc = 1.2 bohr -1.4e-15 hartree
partial-wave misfit, R = 2.4 bohr: 4.0e-15
partial-wave misfit, R = 1.2 bohr: 0.5690
p=3: power between s=0.1 and 0.2 bohr 4.980; error/edge law at 0.1 bohr 0.9938
p=4: power between s=0.1 and 0.2 bohr 6.934; error/edge law at 0.1 bohr 0.9578
Foreign potential at x0 = 0.5 bohr, g = 0.02, 0.01 hartree bohr:
with gQ: errors 2.633e-05, 6.608e-06 hartree; order 1.995
without gQ: errors -3.196e-03, -1.605e-03 hartree; order 0.993
fixed, R = 5, 6 bohr: errors 1.839e-05, 2.591e-06 hartree
energy shifts -6.543e-03, -2.446e-03 hartree; order 1.991
cosine-basis check: largest difference 4.8e-11 hartree
```
